# The fourth-power area law for collisionless capacitive sheath voltages

## The sheath under a sinusoidal current

Two electrodes with areas $A_1$ and $A_2$ touch the same plasma, and a radio-frequency current of amplitude $I$ and angular frequency $\omega$ flows in through one and out through the other. Each electrode is covered by a sheath, a layer from which electrons are partly or wholly expelled. The current is taken to be uniform over each electrode, so the current density amplitude is $J=I/A$. The ions are singly charged with mass $M$, and $e$ is the positive elementary charge. The electron temperature $T$ is expressed in volts, so that the thermal energy is $eT$. The ion density at the boundary between plasma and sheath is $n$, and the ions arrive there with the Bohm speed

$$u_B=\sqrt{\frac{eT}{M}} .$$

The coordinate $x$ runs from the plasma boundary of the sheath, $x=0$, to the electrode, $x=s$. The electric field $E$ is positive when it points towards the electrode. The instantaneous sheath voltage is the potential of the plasma minus that of the electrode,

$$V(t)=\int_0^s E(x,t)\,dx ,$$

and $V$ without an argument denotes its average over a period. Subscripts 1 and 2 name the electrodes. The values of $n$, $T$ and $M$ are the same at both, unless stated otherwise.

The statement to be derived is that, when both sheath voltages are large compared with $T$,

$$\frac{V_1}{V_2}\to\left(\frac{A_2}{A_1}\right)^4 .$$

A short argument shows where the fourth power comes from. Consider first a steady layer containing ions alone, which start with negligible speed and field at $x=0$. If $\Phi(x)$ is the potential drop from the boundary to $x$, energy conservation gives the ion speed $\sqrt{2e\Phi/M}$. With ion current density $J_i$, the charge density is $J_i$ divided by this speed, and Poisson's equation reads

$$\frac{d^2\Phi}{dx^2}=\frac{J_i}{\epsilon_0\sqrt{2e\Phi/M}} .$$

The trial solution $\Phi=V(x/s)^{4/3}$ vanishes with its slope at $x=0$. Its second derivative is $(4V/9s^2)(x/s)^{-2/3}$, while the right side is $J_iV^{-1/2}(x/s)^{-2/3}/(\epsilon_0\sqrt{2e/M})$. Both have the same dependence on $x$, and equating the factors yields Child's law,

$$J_i=K\epsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2},\qquad K=\frac49 .$$

An oscillating sheath contains electrons for part of the period, so its $K$ may differ from $4/9$. Suppose for now that the form of the law survives with some constant $K$. The ion current density is fixed by the plasma, $J_i=enu_B$, and therefore equal edge densities imply that $V^{3/2}/s^2$ is the same in both sheaths. Hence $s\propto V^{3/4}$.

The sheath also acts as a capacitor whose capacitance is proportional to $A/s$. Its current can be written as

$$I=c\,\omega\epsilon_0A\frac{V}{s},$$

where $c$ accounts for the difference between the mean voltage and the oscillating voltage, and for the moving boundary of the electrons. If $c$ is common to both sheaths, then $I\propto AV^{1/4}$. A higher voltage thickens the sheath and lowers its capacitance, so the current grows slowly with voltage. Equal currents now require $A_1V_1^{1/4}=A_2V_2^{1/4}$, which is the fourth-power law.

The weak points of this argument are the two constants. Nothing said so far shows that $K$ and $c$ are equal in a thick sheath and a thin one. To settle this, the sheath must be solved with its moving electrons.

Three assumptions make that solution possible. First, the electrons end at a sharp edge: on its plasma side they neutralise the ions, and on its electrode side there are none. This requires the sheath to be thick compared with the Debye length. Secondly, the ions are too heavy to follow the oscillation and respond to the time-averaged field. Thirdly, they make no collisions in the sheath. The edge is also taken to touch the electrode for one instant in each period, which lets electrons escape. The voltage and current carried by that escape are neglected here.

Let $x_e(t)$ be the position of the electron edge and $n_i(x)$ the steady ion density. On the electrode side of the edge, Gauss's law is

$$\frac{\partial E}{\partial x}=\frac{e n_i}{\epsilon_0},\qquad x>x_e(t).$$

The field in the neutral region is negligible on the scale of the sheath field, so integration from the edge gives

$$E(x,t)=\frac{e}{\epsilon_0}\int_{x_e(t)}^{x}n_i(x')\,dx' .$$

This is positive and drives ions to the electrode, as it should. Differentiation with respect to time acts on the lower limit and gives the displacement current density in the positive $x$ direction:

$$\epsilon_0\frac{\partial E}{\partial t}=-e n_i(x_e)\frac{dx_e}{dt} .$$

When the edge advances towards the electrode, this current therefore flows from the electrode to the plasma. Let the total current density in that direction be $J\sin\omega t$. The steady ion current through the sheath is neglected beside $J$, so the displacement current carries the whole of it:

$$e n_i(x_e)\frac{dx_e}{dt}=J\sin\omega t .$$

The edge is at $x=0$ when $t=0$, reaches the electrode at $\omega t=\pi$, and returns during the second half of the period. Integration from $t=0$ gives the ion charge per unit area that the electrons have covered,

$$e\int_0^{x_e(t)}n_i(x)\,dx=\frac{J}{\omega}(1-\cos\omega t).$$

It is convenient to label each position by the phase $\varphi$, between $0$ and $\pi$, at which the advancing edge passes it. Thus $\varphi=0$ at the plasma boundary and $\varphi=\pi$ at the electrode. The previous two equations become

$$e n_i\,dx=\frac{J}{\omega}\sin\varphi\,d\varphi,\qquad e\int_0^x n_i\,dx'=\frac{J}{\omega}(1-\cos\varphi).$$

The charge between the edge and $x$ is the difference of two such integrals. In the period $-\pi<\omega t<\pi$, the point $x$ is free of electrons while $|\omega t|<\varphi$, and during that time

$$E=\frac{J}{\epsilon_0\omega}\left[(1-\cos\varphi)-(1-\cos\omega t)\right]
=\frac{J}{\epsilon_0\omega}(\cos\omega t-\cos\varphi).$$

For the rest of the period the point lies in the neutral region and $E=0$. With $\theta=\omega t$, the average field is

$$\bar E=\frac{J}{\epsilon_0\omega}\frac1{2\pi}\int_{-\varphi}^{\varphi}(\cos\theta-\cos\varphi)\,d\theta
=\frac{J}{\pi\epsilon_0\omega}(\sin\varphi-\varphi\cos\varphi).$$

The integral supplies $2\sin\varphi-2\varphi\cos\varphi$, and its factor 2 cancels against the $2$ in $2\pi$. The average field vanishes at the plasma boundary and rises to $J/(\epsilon_0\omega)$ at the electrode.

The ion density is not known in advance. It follows from the ion speed $u$ through conservation of flux and momentum:

$$n_iu=nu_B,\qquad Mu\frac{du}{dx}=e\bar E .$$

Define the length

$$L=\frac{J}{e\omega n},$$

which is the oscillation amplitude that the electron edge would have in ions of uniform density $n$. Since $1/n_i=u/(nu_B)$, the relation between position and phase becomes

$$dx=L\frac{u}{u_B}\sin\varphi\,d\varphi .$$

Insert this into the momentum equation. The factor $u$ in $dx$ cancels the $u$ in $Mu\,du$, which leaves

$$\frac{du}{d\varphi}=\frac{eL}{Mu_B}\bar E\sin\varphi .$$

Using $Mu_B^2=eT$ and the expression for $\bar E$, this is

$$\frac1{u_B}\frac{du}{d\varphi}=H(\sin\varphi-\varphi\cos\varphi)\sin\varphi,
\qquad H=\frac{J^2}{\pi\epsilon_0\omega^2enT}.$$

The dimensionless number $H$ measures how strongly the sheath is driven. With the Debye length $\lambda_D=\sqrt{\epsilon_0T/(en)}$, it can also be written as $H=(L/\lambda_D)^2/\pi$. Large $H$ means that the electron edge swings over many Debye lengths.

The right side of the equation for $u$ contains known functions of phase, so it can be integrated directly. Write $u/u_B=1+Hg(\varphi)$, with $g(0)=0$ because the ions enter at the Bohm speed. Then

$$g(\varphi)=\int_0^\varphi\sin^2\theta\,d\theta-\int_0^\varphi\theta\sin\theta\cos\theta\,d\theta .$$

The first integral is $\varphi/2-\sin2\varphi/4$. In the second, $\sin\theta\cos\theta=\sin2\theta/2$, and integration by parts gives $-\varphi\cos2\varphi/4+\sin2\varphi/8$. Subtraction yields

$$g(\varphi)=\frac{\varphi}{2}+\frac{\varphi\cos2\varphi}{4}-\frac{3\sin2\varphi}{8},
\qquad g(\pi)=\frac{3\pi}{4}.$$

The ions thus strike the electrode with speed $u_B(1+3\pi H/4)$. Their gain in energy fixes the mean voltage, because $\bar E$ integrated across the sheath is the time average of $V(t)$:

$$eV=\frac M2\left[u(\pi)^2-u_B^2\right]
=\frac{eT}{2}\left[\left(1+\frac{3\pi H}{4}\right)^2-1\right].$$

Expanding the square gives

$$V=T\left(\frac{3\pi H}{4}+\frac{9\pi^2H^2}{32}\right).$$

The thickness follows from the integral of $dx$ over phase,

$$s=L\int_0^\pi(1+Hg)\sin\varphi\,d\varphi
=L\left(2+H\int_0^\pi g\sin\varphi\,d\varphi\right).$$

Integration by parts, with $g'=\sin^2\varphi-\varphi\sin\varphi\cos\varphi$, gives

$$\int_0^\pi g\sin\varphi\,d\varphi
=\left[-g\cos\varphi\right]_0^\pi+\int_0^\pi g'\cos\varphi\,d\varphi
=\frac{3\pi}{4}-\int_0^\pi\varphi\sin\varphi\cos^2\varphi\,d\varphi .$$

The term $\sin^2\varphi\cos\varphi$ has dropped out because its integral from $0$ to $\pi$ is zero. In the remaining integral, $\sin\varphi\cos^2\varphi$ is the derivative of $-\cos^3\varphi/3$. Its value is therefore $[-\varphi\cos^3\varphi/3]_0^\pi+\frac13\int_0^\pi\cos^3\varphi\,d\varphi=\pi/3$. Hence

$$s=L\left(2+\frac{5\pi H}{12}\right).$$

The first term is the full swing of the edge in uniform ions. The second arises because accelerated ions are more dilute, so the electrons must move farther to uncover the same charge.

The ion transit time also follows without further approximation within this model. Since $dx/u=(L/u_B)\sin\varphi\,d\varphi$, its integral is $2L/u_B$. The assumption that ions follow the average field requires this time to span several periods.

## From one sheath to the voltage ratio

An electrode of area $A$ carries the current density amplitude $J=I/A$ at angular frequency $\omega$. Its sheath has edge ion density $n$, electron temperature $T$ in volts and Bohm speed $u_B=\sqrt{eT/M}$. Position in the sheath is labelled by the phase $\varphi$ at which the electron edge passes it, from $0$ at the plasma to $\pi$ at the electrode. The results carried forward are

$$L=\frac{J}{e\omega n},\qquad H=\frac{J^2}{\pi\epsilon_0\omega^2enT},\qquad dx=L(1+Hg)\sin\varphi\,d\varphi,$$

$$V=T\left(\frac{3\pi H}{4}+\frac{9\pi^2H^2}{32}\right),\qquad
s=L\left(2+\frac{5\pi H}{12}\right),$$

where $V$ is the mean voltage, $s$ is the thickness, and $g'=\sin^2\varphi-\varphi\sin\varphi\cos\varphi$ with $g(0)=0$. The instantaneous field is $(J/\epsilon_0\omega)(\cos\omega t-\cos\varphi)$ for $|\omega t|<\varphi$ and zero otherwise.

When $H\gg1$, the quadratic term dominates the voltage. Substituting for $H$ gives

$$V\to\frac{9\pi^2T}{32}H^2=\frac{9}{32}\frac{J^4}{\epsilon_0^2\omega^4e^2n^2T}.$$

At fixed $n$, $T$ and $\omega$, the field scales as $J$, the ion speed as $J^2$ and the thickness as $J^3$. Their voltage, field times thickness, therefore scales as $J^4$. With $J=I/A$ and equal $I$, the ratio is $(A_2/A_1)^4$. The current enters the plasma at one electrode when it leaves at the other, but reversing a sinusoid shifts it by half a period and does not change the averages.

The two constants of the short argument can now be found. In Child's law, $enu_B=K\epsilon_0\sqrt{2e/M}\,V^{3/2}/s^2$, use $u_B/\sqrt{2e/M}=\sqrt{T/2}$ and $L^2=\pi H\epsilon_0T/(en)$. The limiting thickness is $5\pi HL/12$, and $V^{3/2}=27\pi^3H^3T^{3/2}/(128\sqrt2)$. Thus

$$K=\frac{en}{\epsilon_0}\sqrt{\frac T2}\,\frac{s^2}{V^{3/2}}
=\frac{25}{144}\,\frac{128}{27}=\frac{200}{243}.$$

For the capacitive relation, $JL/(\epsilon_0\omega)=\pi HT$, so

$$c=\frac{Js}{\omega\epsilon_0V}
=\frac{5\pi^2H^2T/12}{9\pi^2H^2T/32}=\frac{40}{27}.$$

Both are pure numbers in the limit, as the short argument required. The value of $K$ exceeds $4/9$: for the same mean voltage and ion current, this sheath is thicker than the layer of ions alone.

The law also holds for other measures of voltage. Integrating the instantaneous field across the sheath gives

$$V(t)=\pi HT\int_{|\omega t|}^{\pi}(\cos\omega t-\cos\varphi)(1+Hg)\sin\varphi\,d\varphi .$$

For $H\gg1$ the whole waveform is $H^2T$ times a fixed function of $\omega t$. Its peak and its fundamental amplitude consequently obey the same fourth-power law. The peak occurs at $t=0$, when the electron edge is farthest from the electrode:

$$V_{\rm peak}=\pi HT\left[2+H\int_0^\pi g(1-\cos\varphi)\sin\varphi\,d\varphi\right].$$

The part without the cosine is $5\pi/12$, as in the thickness. For the other part, integration by parts gives

$$\int_0^\pi g\sin\varphi\cos\varphi\,d\varphi
=-\frac12\int_0^\pi(\sin^4\varphi-\varphi\sin^3\varphi\cos\varphi)\,d\varphi
=-\frac12\left(\frac{3\pi}{8}+\frac{3\pi}{32}\right)=-\frac{15\pi}{64}.$$

Here $\int_0^\pi\sin^4\varphi\,d\varphi=3\pi/8$, and a further integration by parts makes the integral of $\varphi\sin^3\varphi\cos\varphi$ equal to $-3\pi/32$. Subtracting the result from $5\pi/12$ gives

$$V_{\rm peak}=\pi HT\left(2+\frac{125\pi H}{192}\right).$$

At finite voltage the linear terms matter. Let $r=A_2/A_1>1$, so electrode 1 is the smaller one and $H_1=r^2H_2$. Factoring $3\pi HT/4$ out of the mean voltage yields

$$\frac{V_1}{V_2}=r^2\,\frac{1+3\pi H_1/8}{1+3\pi H_2/8}.$$

The fraction is smaller than $r^2$, because $1+3\pi r^2H_2/8<r^2(1+3\pi H_2/8)$ when $r>1$. The ratio therefore lies below $r^4$ in this model and approaches it when both $H$ values are large.

Equal edge density is an essential condition. If the densities differ while the temperatures remain equal, the limiting formula gives

$$\frac{V_1}{V_2}\to\left(\frac{A_2}{A_1}\right)^4\left(\frac{n_2}{n_1}\right)^2 .$$

The law compares two sheaths of one discharge. It does not say that the voltage of a given discharge grows as the fourth power of its current, since the density may change with the current.

For an example, take an argon plasma maintained by a separate source, with a 13.56 MHz bias on one electrode. The model parameters are a pressure of 1 mTorr, $T=3$ V (an electron temperature of 3 eV), an edge density of $10^{10}$ cm$^{-3}$, areas of 300 and 450 cm$^2$, and a current amplitude of 2.5 A. The current densities are

$$J_1=\frac{2500\ {\rm mA}}{300\ {\rm cm}^2}=8.33\ {\rm mA/cm^2},\qquad
J_2=\frac{2500\ {\rm mA}}{450\ {\rm cm}^2}=5.56\ {\rm mA/cm^2}.$$

The definitions then give $H_1=7.155$ and $H_2=3.180$, with $L_1=0.6105$ mm and $L_2=0.4070$ mm. The mean voltages are

$$V_1=3(2.356\times7.155+2.776\times7.155^2)\ {\rm V}=477\ {\rm V},$$

$$V_2=3(2.356\times3.180+2.776\times3.180^2)\ {\rm V}=107\ {\rm V}.$$

The thicknesses are $0.6105(2+1.309\times7.155)=6.94$ mm and $0.4070(2+1.309\times3.180)=2.51$ mm. A direct integration of the ion and Poisson equations through space, with the field averaged by explicit sums over the period, gives the same voltages and thicknesses to the digits quoted here. These values appear in the numerical output.

The voltage ratio is 4.47, whereas the ideal law gives $1.5^4=5.06$. The corresponding effective exponent is $\ln4.47/\ln1.5=3.69$. The peak voltages, 1122 and 255 V, have a ratio of 4.40. If the electrodes are isolated for direct current by a blocking capacitor, the model gives the smaller one a negative bias of $V_1-V_2=370$ V relative to the larger. The neglected ion current and the neglected electron escape both change this value, in opposite directions, as explained below.

Several neglected effects can be sized for these numbers. Lowering the density at the larger electrode by 20 %, with everything else fixed, reduces the ratio from 4.47 to 2.99. This is the largest change among the cases computed here.

Collisions have a smaller effect at this pressure. A rough cross section of $10^{-14}$ cm$^2$ and a gas temperature of 300 K give an ion free path of 31 mm, so the thicker sheath spans 0.22 free paths. Drag was estimated by adding the force $-\pi Mu^2/(2\lambda)$ to the momentum equation, where $\lambda$ is the free path. The coefficient comes from ions that restart from rest after each collision in a uniform field $E$: their speed distribution is proportional to $\exp[-Mu^2/(2eE\lambda)]$, and its mean satisfies $u^2=2eE\lambda/(\pi M)$, at which this drag balances $eE$. This balance describes ions that collide many times, whereas most ions here cross the sheath without a collision, so the drag force serves only as an estimate. With it the voltages fall to 429 and 102 V and their ratio to 4.19.

The escape of electrons requires a further voltage. For a steady sheath, equal ion and electron fluxes mean $nu_B=(n/4)\sqrt{8eT/(\pi m_e)}\,e^{-V_f/T}$, where $m_e$ is the electron mass. Solving for the floating drop gives

$$V_f=\frac T2\ln\frac{M}{2\pi m_e}=14\ {\rm V}.$$

Adding this steady value to both mean voltages gives a ratio of 4.07. This sum is not an upper bound on the effect. The oscillating voltage keeps electrons from the electrode for most of the period, so a smaller drop, about 6 V at the moment of collapse, balances the fluxes. At fixed current, however, that drop requires some ion charge to stay uncovered throughout the period, about 5 % and 10 % of the swept charge $2J/\omega$, and the mean voltage rises steeply with the uncovered charge. With the sharp edge retained, an escape flux proportional to $e^{-V(t)/T}$ and the ion current still neglected, the mean voltages rise to about 600 and 174 V and their ratio falls to about 3.5. This too is an estimate, since a sharp edge is a poor description when the voltage is only a few $T$.

The ion current acts on the absolute voltages in the opposite direction. The ion current density is 5 % of the radio-frequency amplitude at electrode 1 and 8 % at electrode 2. Over half a period the ions carry away a charge $\pi enu_B/\omega$ per unit area, which is 8 % and 12 % of the swept charge $2J/\omega$. The voltage varies nearly as the fourth power of the swept charge, so these losses are magnified. When the ion current is kept and the sheath is allowed to collapse fully, the mean voltages fall by about 33 % and 43 %, and their ratio rises to about 5.3. When the ion current and the $e^{-V(t)/T}$ electron escape are kept together, the two effects partly cancel: the voltages become about 480 and 140 V, and the ratio about 3.5. The values 477 and 107 V therefore illustrate the formulas and are not predictions for a real discharge. Ions need 6.2 and 4.1 periods to cross the sheaths, and the ion plasma frequency is 0.245 of $\omega$. The Debye length at the edge density is 2 % and 5 % of the respective thicknesses; at the lower ion density next to the electrode it is 8 % and 15 %.

The example does not cover every discharge. At an edge density of $10^{11}$ cm$^{-3}$ the ion plasma frequency would be about 0.8 of $\omega$, since it scales as $\sqrt n$, and at the same values of $H$ the ions would cross in about two periods or fewer. The average-field assumption then errs by only about 5 % in the voltages, but the ion current would be 16 % and 25 % of the radio-frequency amplitudes and could no longer be neglected. The area ratio matters too. If electrode 2 had four times the area of electrode 1, with sheath 1 unchanged, the ideal law would assign sheath 2 $477/4^4=1.9$ V. This is below both $T$ and the floating drop, so the high-voltage limit would fail there. Unequal edge densities are a further possible departure, and the 20 % case shows how strongly they can move the ratio. The fourth power is thus usable for estimating the ratio of the sheath voltages when both sheaths are at high voltage and nearly collisionless, when the ions respond mainly to the average field and carry little of the current, and when the edge densities are known to be nearly equal. These conditions are narrow. In the example, electron escape lowers the ratio by about a fifth, and the drag estimate reduces the effective exponent to about 3.2 at 5 mTorr and 2.8 at 20 mTorr. An exponent well below 4 should therefore be expected in ordinary discharges.

## Values computed for the example and the checks

```
frequency                         13.56 MHz
electron temperature              3.0 eV
edge ion density                  1.0e+10 cm^-3
areas 1, 2                        300, 450 cm^2
current amplitude                 2.50 A
gas pressure                      1.0 mTorr
gas temperature                   300 K
ion-neutral cross section         1.0e-14 cm^2
Bohm speed                        2.692 km/s
sheath 1: current density         8.333 mA/cm^2
sheath 1: H                       7.155
sheath 1: length L                0.6105 mm
sheath 1: thickness               6.939 mm
sheath 1: mean voltage, marched   476.93 V
sheath 1: mean voltage, formula   476.93 V
sheath 1: peak voltage            1121.8 V
sheath 1: fundamental amplitude   582.6 V
sheath 1: ion transit             6.15 rf periods
sheath 1: ion/rf current density  0.0518
sheath 1: thickness/free path     0.223
sheath 1: Debye length/thickness  0.0186
sheath 2: current density         5.556 mA/cm^2
sheath 2: H                       3.180
sheath 2: length L                0.4070 mm
sheath 2: thickness               2.508 mm
sheath 2: mean voltage, marched   106.70 V
sheath 2: mean voltage, formula   106.70 V
sheath 2: peak voltage            254.9 V
sheath 2: fundamental amplitude   131.7 V
sheath 2: ion transit             4.10 rf periods
sheath 2: ion/rf current density  0.0776
sheath 2: thickness/free path     0.081
sheath 2: Debye length/thickness  0.0513
self-bias magnitude V1-V2         370.2 V
area ratio A2/A1                  1.500
ideal voltage ratio               5.0625
finite-voltage ratio              4.4700
effective exponent                3.693
exponent at 30 times the current   3.99959
Child constant K: march, limit    0.82327, 0.82305
capacitive c: march, limit        1.48164, 1.48148
density n2/n1 in mismatch case    0.80
voltage ratio with mismatch       2.987
ion mean free path                31.1 mm
mean voltages with drag           428.5, 102.2 V
voltage ratio with drag           4.192
dc floating drop                  14.04 V
voltage ratio with floating drop  4.067
ion plasma frequency/omega        0.245
```
